# Sign reversal of real electronic states around a conical intersection

## The decision in the calculation

A calculation follows a hydrogen atom on the lower of two excited-state surfaces of a phenol group. The surfaces touch at a point, and the atom can pass on either side of it. If the nuclear motion is treated on the lower surface alone with real electronic wavefunctions, a boundary condition must be chosen: does the nuclear function return to itself after a circuit of the point, or to minus itself? The choice changes the vibronic levels and the interference between the two routes.

The statement to be established is the following. The electronic Hamiltonian is real, and two of its states meet at one point of a plane of nuclear coordinates, with a splitting linear in the displacement and two linearly independent gradients. A loop encloses this point once and no other intersection of the pair. On the whole disc bounded by the loop the pair stays separated from all other states. Then each of the two states, carried round continuously as a real normalized function, returns with its sign reversed. This is a geometric phase of $\pi$, modulo $2\pi$.

## Entry 1: the circular cone

Take two fixed real electronic basis states and a nuclear displacement $(x,y)=r(\cos\theta,\sin\theta)$. With a slope $g$,

$$H=gr\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}.$$

Its square is $g^2r^2$ times the unit matrix and its trace is zero, so the energies are $\pm gr$. Try

$$u_+=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad u_-=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

For the lower state, the two rows of $Hu_-/(gr)$ are

$$-\cos\theta\sin\tfrac\theta2+\sin\theta\cos\tfrac\theta2=\sin\tfrac\theta2,$$
$$-\sin\theta\sin\tfrac\theta2-\cos\theta\cos\tfrac\theta2=-\cos\tfrac\theta2,$$

which is $-u_-$. The same subtraction formulas give $Hu_+=gr\,u_+$. Raising $\theta$ by $2\pi$ raises the half angle by $\pi$, and both vectors change sign, although $H$ has returned to itself.

Another choice of signs does not remove this. Where the level is non-degenerate, any real normalized eigenvector $w$ equals $\pm u$. If $w$ is continuous along the path, $\langle u|w\rangle$ is continuous and has values $\pm1$, so it is constant. Hence $w$ reverses whenever $u$ does. A sign convention can make $w$ single-valued, but then it must jump somewhere on the loop.

## Entry 2: unequal slopes, tilt and curvature

Any real symmetric $2\times2$ matrix can be written

$$H=\bar e\,\mathbf 1+A\sigma_z+B\sigma_x=\begin{pmatrix}\bar e+A&B\\B&\bar e-A\end{pmatrix}.$$

Away from $A=B=0$ put $A=W\cos\varphi$ and $B=W\sin\varphi$ with $W=\sqrt{A^2+B^2}$. The traceless part is the matrix of Entry 1 with $gr\to W$, $\theta\to\varphi$. The energies are $\bar e\pm W$, and the eigenvectors are $u_\pm$ with half angle $\varphi/2$. The mean energy $\bar e$, which tilts the cone, does not enter them.

If $\varphi$ grows by $2\pi n$ on the loop, the half angle grows by $n\pi$ and

$$u_\pm\to(-1)^n u_\pm .$$

For a linear splitting, $A=a_1x+a_2y$ and $B=b_1x+b_2y$. Differentiating $\tan\varphi=B/A$ gives $\varphi'=(AB'-BA')/W^2$, the prime meaning $d/d\theta$. On a circle, with $c=\cos\theta$, $s=\sin\theta$,

$$AB'-BA'=r^2[(a_1c+a_2s)(b_2c-b_1s)-(b_1c+b_2s)(a_2c-a_1s)].$$

The terms in $cs$ cancel, and $c^2+s^2=1$ leaves

$$\varphi'=\frac{r^2(a_1b_2-a_2b_1)}{W^2}.$$

The determinant is non-zero because the gradients are independent, so $\varphi$ moves in one sense. An invertible linear map sends different directions to different directions, so each value of $\varphi$ modulo $2\pi$ is met once per turn. Thus $n=\pm1$, with the sign of the determinant, and both states reverse. Twenty random tilted linear cones were tested by numerical transport of the eigenvectors; all reversed.

Curvature adds terms to $(A,B)$ of size at most $Cr^2$ near the point. The linear part has length at least $sr$, where $s>0$ now denotes the smallest singular value of the gradient matrix. For $r<s/C$ the added terms can be switched on gradually without $(A,B)$ vanishing on the circle. The integer $n$ then varies continuously, so it stays fixed. A larger or non-circular loop has the same $n$ if it can be deformed into the small circle without crossing a degeneracy.

If several intersections lie inside, $\nabla\varphi$ has no curl between them. By Stokes' theorem the outer circuit equals the sum of small circuits, and $n$ is the sum of their indices. With $N$ linear intersections, each of index $\pm1$, the sign is $(-1)^N$.

Two limits show where the reversal fails. A loop beside the cone has $n=0$. A quadratic touching, $A=x^2-y^2$ and $B=2xy$, has $\varphi=2\theta$ and $n=2$. Numerical transport left both states unchanged in both cases.

## Entry 3: from two-component vectors to electronic wavefunctions

The argument needs basis functions that do not change sign themselves. Let $P$ be the real projector on the two electronic states. It is smooth on the disc because the pair is separated from the rest, even where its two members meet. Choose two real orthonormal states at the centre and carry them outward along each ray by

$$\frac{d\chi}{d\rho}=K\chi,\qquad K=P'P-PP',$$

where $\rho$ is the distance along the ray and the prime means $d/d\rho$. If straight rays would leave the disc because the loop is strongly bent, the disc is first mapped smoothly onto a round one and the rays are taken there. Since $P$ and $P'$ are real and symmetric, $K$ is real and antisymmetric, and the states stay real and orthonormal.

They also stay in the two-state space. From $P^2=P$ follow $P'=P'P+PP'$ and $PP'P=0$. For the part outside, $z=(1-P)\chi$,

$$z'=-P'\chi+(1-P)K\chi=-P'\chi+P'P\chi=-P'z.$$

Here $(1-P)K=P'P-PP'+PP'=P'P$ was used. Since $z=0$ at the centre, $z=0$ along the ray.

Each point of the disc is reached by one ray, so $\chi_1$ and $\chi_2$ are single-valued. The adiabatic states are

$$\Psi_\pm=(u_\pm)_1\chi_1+(u_\pm)_2\chi_2,$$

and the sign of the whole many-electron function is that of $u_\pm$. In a five-state matrix with one intersecting pair, transport gave the signs $+,-,-,+,+$ in order of energy: the pair reversed and the other three did not.

Reality holds for the spin-free Hamiltonian without a magnetic field. It can also be kept with spin-orbit coupling if the electron number is even. Time reversal $\mathcal T$ then obeys $\mathcal T^2=1$, so for any $v$ either $v+\mathcal Tv$ or $i(v-\mathcal Tv)$ is a non-zero invariant vector. Repeating this in the orthogonal complement gives an invariant basis, in which a Hamiltonian commuting with $\mathcal T$ has real matrix elements. Nearby triplet states must then be counted among the states from which the pair is separated.

## Entry 4: where the phase of $\pi$ sits

For a single-valued complex eigenvector $v$, define

$$\gamma=\oint i\langle v|dv\rangle .$$

In the real gauge $\langle u|du\rangle=\frac12d\langle u|u\rangle=0$, but $u$ is not single-valued. For $n=1$ set $v=e^{i\varphi/2}u$. The prefactor changes sign on the loop and compensates that of $u$. Then

$$\langle v|dv\rangle=\tfrac i2d\varphi+\langle u|du\rangle=\tfrac i2d\varphi,\qquad \gamma=-\tfrac12\oint d\varphi=-\pi .$$

This equals $\pi$ modulo $2\pi$. Another single-valued gauge $e^{i\alpha}v$ has $\alpha$ changing by $2\pi m$, which changes $\gamma$ by $-2\pi m$ and leaves $e^{i\gamma}$ alone.

On a grid the phase is

$$\gamma=-\arg\prod_k\langle v_k|v_{k+1}\rangle,$$

with the last point joined to the first. Each vector occurs once as a bra and once as a ket, so arbitrary phases from a diagonalization cancel. For the example below, with random phases attached, its magnitude was 3.141593 rad for each state.

## Entry 5: breaking the reality condition

Add $\delta\sigma_y$, with constant $\delta$. In the basis $e_\pm=(1,\pm i)/\sqrt2$, $\sigma_y$ is diagonal, while $\sigma_ze_-=e_+$ and $\sigma_xe_-=-ie_+$. The traceless Hamiltonian becomes

$$\begin{pmatrix}\delta&We^{-i\varphi}\\We^{i\varphi}&-\delta\end{pmatrix}.$$

Let $E=\sqrt{W^2+\delta^2}$, $\cos\Theta=\delta/E$ and $\sin\Theta=W/E$. The lower eigenvector is

$$v=\begin{pmatrix}-e^{-i\varphi}\sin\frac\Theta2\\ \cos\frac\Theta2\end{pmatrix}.$$

Its first row gives $Ee^{-i\varphi}(-\cos\Theta\sin\frac\Theta2+\sin\Theta\cos\frac\Theta2)=Ee^{-i\varphi}\sin\frac\Theta2$, as required for energy $-E$; the second gives $-E\cos\frac\Theta2$ in the same way. This $v$ is single-valued. The terms in $d\Theta$ cancel by normalization, so

$$\gamma=\oint\sin^2\tfrac\Theta2\,d\varphi=\pi-\frac12\oint\frac{\delta}{\sqrt{W^2+\delta^2}}\,d\varphi\qquad(n=1,\ \delta\ge0).$$

The upper state has the opposite phase. At $\delta=0$ the result is $\pi$, and for $\delta\gg W$ it tends to zero. The value $\pi$ is therefore protected by reality, not by the shape of the cone. The term also opens a gap $2\delta$ at the former intersection.

## Entry 6: driving the nuclei round the loop

Let the loop be traversed at constant $\dot\theta=2\pi/T$, and write $\psi=c_+u_++c_-u_-$. The common energy $\bar e$ is left out, since it gives both states the same phase. Since $du_+/d\varphi=\frac12u_-$ and $du_-/d\varphi=-\frac12u_+$, the Schrödinger equation gives

$$\dot c_-=\frac{iW}\hbar c_--\frac{\dot\varphi}2c_+,\qquad \dot c_+=-\frac{iW}\hbar c_++\frac{\dot\varphi}2c_- .$$

For slow driving put $c_+=\kappa c_-$. To leading order $\dot c_+=\kappa(iW/\hbar)c_-$, and the second equation yields $\kappa=-i\hbar\dot\varphi/(4W)$. Inserting this in the first,

$$\dot c_-=i\left(\frac W\hbar+\frac{\hbar\dot\varphi^2}{8W}\right)c_- .$$

The first term is the dynamical phase. Once it is removed, the final amplitude on the initial state is $-e^{i\eta}$, where the minus sign comes from $u_-$ and

$$\eta=\frac{2\pi\hbar}{T}\oint\frac{\varphi'^2}{8W}\,d\theta,\qquad \varphi'=\frac{d\varphi}{d\theta}.$$

The correction falls as $1/T$; the sign does not depend on $T$. For the example's loop, integration of the time-dependent equation gave $\eta=0.01450$ rad at 4000 fs and 0.00725 rad at 8000 fs. The formula gives the same digits.

## Entry 7: the boundary condition for the nuclei

On one surface the total function is $F(x,y)\Psi_-$. It must be single-valued, and $\Psi_-$ reverses, so $F$ must reverse too. This settles the opening question: with a continuous real $\Psi_-$, the nuclear function is antiperiodic.

A circular cone with harmonic restoring forces makes this visible. In units of the vibrational quantum and dimensionless coordinates, the lower potential is $\frac12\rho^2-k\rho$, with its minimum at $\rho=k$. Let $F=e^{ij\theta}$, so $j$ is half-integer. The angular kinetic energy contains

$$\langle u_-|\partial_\theta^2(Fu_-)\rangle=F''+2F'\langle u_-|u_-'\rangle+F\langle u_-|u_-''\rangle=-(j^2+\tfrac14)F,$$

because $\langle u_-|u_-'\rangle=0$ and $u_-''=-\frac14u_-$. At fixed radius $k$ the energy is $(j^2+\frac14)/(2k^2)$ plus a constant. The levels $\pm j$ are paired, and the first two excitation energies have the ratio

$$\frac{(5/2)^2-(1/2)^2}{(3/2)^2-(1/2)^2}=\frac62=3.$$

A periodic $F$ has integer quantum numbers, a single lowest level, and the ratio $4/1=4$.

Diagonalizing the full two-surface problem at $k=4$ gave doublets at $-7.49133$, $-7.42289$ and $-7.29027$ quanta. The excitations are 0.06844 and 0.20106 quanta, with ratio 2.938. The doubling and the ratio both favour the antiperiodic condition. The fixed-radius estimate of the first excitation, $1/k^2=0.0625$, is about 9% below the full value; it omits radial motion and the upper surface, whose separate shares were not determined.

## Entry 8: a phenol side group in a 248 nm resist

The example is a rough model of the phenol group in a hydroxystyrene resist. A $\pi\pi^*$ state, rising with O–H stretch, crosses a repulsive $\pi\sigma^*$ state. Let $x$ be the stretch from the crossing and $y$ the out-of-plane displacement of the hydrogen. For a planar group the two states have opposite reflection symmetry, so their coupling is odd in $y$. Out-of-plane ring modes can couple the two states in the same way; the model keeps only the hydrogen coordinate. The rough model values are

$$\bar e=5.3+5x,\qquad A=20x,\qquad B=5y,$$

with energies in eV and lengths in nm. The loop radius is 0.02 nm.

At $\theta=45^\circ$, $A=20(0.02)(0.7071)=0.283$ eV and $B=0.0707$ eV. Hence $\tan\varphi=0.25$, $\varphi=14.04^\circ$, and the gap is $2\sqrt{0.283^2+0.0707^2}=0.583$ eV. At quarter turns:

| $\theta$ | $\varphi$ | gap (eV) | lower state |
|---:|---:|---:|---:|
| 0° | 0° | 0.800 | (0, 1) |
| 90° | 90° | 0.200 | (−0.707, 0.707) |
| 180° | 180° | 0.800 | (−1, 0) |
| 270° | 270° | 0.200 | (−0.707, −0.707) |
| 360° | 360° | 0.800 | (0, −1) |

The state changes from $\pi\sigma^*$ to $\pi\pi^*$ and back, returning reversed. Going from $180^\circ$ to the far side through $90^\circ$ gives $(0,1)$; going through $270^\circ$ gives $(0,-1)$. Equal nuclear amplitudes on the two routes therefore cancel on the line $y=0$ beyond the crossing.

**Curvature.** Add $-100y^2$ to $A$ and $-50xy$ to $B$, again rough values in eV. At the loop radius these reach 0.040 and 0.010 eV. At $\theta=90^\circ$ the gap becomes $2\sqrt{0.1^2+0.04^2}=0.215$ eV instead of 0.200 eV. Now $B=(5-50x)y$ also vanishes at $x=0.1$ nm, where $A=0$ requires $y^2=0.02$ nm², or $y=\pm0.141$ nm. These further intersections are 0.173 nm from the first, well outside the loop. Loops around one, two and three intersections gave $-,+,-$, in agreement with $(-1)^N$. At such distances the expansion itself is doubtful for a molecule, so the positions only indicate a scale. In phenol the falling $\pi\sigma^*$ state also meets the ground state at a further stretch of roughly 0.1 nm, so the pair would not be isolated on these larger discs; their signs belong to the two-state model only.

**A third state.** Place it 1 eV higher, with a coupling of 0.1 eV to both basis states, as a surrounding without mirror symmetry would allow. Second-order elimination subtracts $0.1^2/1=0.01$ eV from every element of the two-state matrix. $A$ is unchanged, while $B=5y-0.01$ vanishes at $y=0.002$ nm. The three-state matrix gave 0.00198 nm. The intersection moves but stays inside the loop, and both signs still reverse.

**Magnetic field.** If the field couples the two states through an orbital moment of one Bohr magneton, an assumed size, then 1 T gives $\delta=5.8\times10^{-5}$ eV, and the phase falls short of $\pi$ by $1.2\times10^{-3}$ rad. An imaginary term of 0.05 eV would remove 1.00 rad. Overlap products confirmed both deficits within 1%.

**Nuclear speed.** A hydrogen atom with 0.1 eV of kinetic energy moves at 0.00438 nm/fs and needs $2\pi(0.02)/0.00438=28.7$ fs for the loop. Its de Broglie wavelength is 0.09 nm, more than the loop radius, so the circle is a prescribed path that sets a time scale, not a trajectory of the atom. The lower surface also rises to 5.2 eV on this loop, above the energy of a 248 nm photon. Driven at this speed from the lower state, the electrons end with an upper-state population of 0.925, after a peak of 0.995. This is far from adiabatic. Nor is it the sudden limit, in which the frozen vector $(0,1)$ would again be the lower state, up to sign, at the end. The final population belongs to this particular speed: the amplitudes from the two passages of the narrow gap, near $90^\circ$ and $270^\circ$, interfere, and a moderately different speed can leave it small. The sign theorem still describes the states, but a single-surface treatment of this motion is not justified; both surfaces are needed. In a single-valued diabatic basis the nuclear components are then periodic, and the sign is included without a separate rule.

**Tunnelling.** A 248 nm photon carries 4.999 eV, which is 0.301 eV below the crossing. This deficit is large beside the thermal energy of 0.026 eV at 300 K. Along $y=0$ the lower surface has slopes $25$ and $-15$ eV/nm, so the barrier width is $0.301/25+0.301/15=0.032$ nm. For a triangular barrier the tunnelling exponent is $\frac43$ of this width times the decay constant at the top, because $2\int_0^L\sqrt{1-q/L}\,dq=\frac43L$ on each side. It is 5.15, giving a factor of $5.8\times10^{-3}$. This is a barrier factor, not a transfer probability. On $y=0$ the coupling $B$ vanishes, so an atom moving exactly along this line keeps its diabatic state and does not pass to the other. Close to the line the transfer probability grows as $B^2$, that is, as $y^2$. A rate would need the nuclear motion in both coordinates and on both surfaces. The estimate also assigns the whole photon energy to one coordinate, and it leaves out the zero-point energy of the O–H stretch before absorption, about 0.23 eV. The exponent varies as the deficit to the power $\frac32$; if all of this energy were available, it would fall from 5.15 to about 0.6. The factor is therefore an illustration of the method, not a prediction for the resist.

In an actual film, hydrogen bonds change the O–H potential and remove the mirror symmetry, which the model assumes. The third-state estimate moves the crossing by a tenth of the loop radius; a strong hydrogen bond could change the slopes and crossing energy by more, and this was not calculated. Hydroxystyrene polymers are used at 248 nm partly because they absorb weakly there, so the example describes a side process of the polymer, not the main acid-forming step of exposure. Its energies and populations depend on the rough parameters. The sign does not, as long as the loop encloses one linear intersection and the pair remains real and isolated. The numerical output follows.

## Computed values

```
crossing energy: 5.30 eV
mean slope: 5.0 eV/nm
half-difference slope: 20.0 eV/nm
coupling slope: 5.0 eV/nm
loop radius: 0.020 nm
theta deg | phi deg | gap eV | lower state c1, c2
    0 |    0.00 | 0.8000 | +0.0000, +1.0000
   45 |   14.04 | 0.5831 | -0.1222, +0.9925
   90 |   90.00 | 0.2000 | -0.7071, +0.7071
  180 |  180.00 | 0.8000 | -1.0000, +0.0000
  270 |  270.00 | 0.2000 | -0.7071, -0.7071
  360 |  360.00 | 0.8000 | +0.0000, -1.0000
signs after loop, lower and upper: -1 -1
geometric phase, size, lower: 3.141593 rad
geometric phase, size, upper: 3.141593 rad
phase integral, single-valued gauge: -3.1416 rad
random linear cones tested, all reversed: 20
signs, non-circular loop: -1 -1
signs, loop beside the cone: 1 1
signs, quadratic touching: 1 1
signs, five states, energy order: 1 -1 -1 1 1
driven loop 4000 fs: phase beyond pi 0.01450 rad, formula 0.01450 rad
driven loop 8000 fs: phase beyond pi 0.00725 rad, formula 0.00725 rad
vibronic coupling, circular cone: 4.0 quanta
vibronic doublets: -7.49133 -7.42289 -7.29027 quanta
ratio of first two excitations: 2.938
phase deficit for 0.05 eV imaginary term: 0.9957 rad
imaginary term, 1 Bohr magneton in 1 T: 5.788e-05 eV
phase deficit in 1 T: 1.241e-03 rad
curvatures Q, K: -100, -50 eV/nm^2
curvature terms at loop radius: 0.040 eV (Q), 0.010 eV (K, largest)
other intersections: x = 0.100 nm, y = +/-0.141 nm
their distance from the first: 0.173 nm
lower-state sign, 1, 2, 3 enclosed: -1 1 -1
third state: gap 1.0 eV, coupling 0.1 eV
intersection shift by third state: 0.00198 nm
signs with third state: -1 -1 1
H kinetic energy: 0.10 eV, speed 0.00438 nm/fs
loop time at this speed: 28.7 fs
upper population after loop: 0.925, peak 0.995
thermal energy at 300 K: 0.0259 eV
248 nm photon: 4.999 eV, below crossing by 0.301 eV
barrier width: 0.0321 nm
tunnelling exponent: 5.15, factor 5.81e-03
```
